# Why Negative-U Traps Can Be Invisible to Equilibrium Spin Resonance

## Definitions and conventions

Consider a trap with one orbital that holds $n=0$, 1 or 2 electrons. The three charge states are D$^+$ (empty), D$^0$ (one electron, spin 1/2, two spin directions) and D$^-$ (two electrons, singlet). Their probabilities are $p_0$, $p_1$ and $p_2$. The first and the last carry no spin, so $p_1$ is the paramagnetic fraction.

After the surroundings have relaxed, the energies of the three states are $0$, $e_1$ and $2e_1+U$. Here $U$ is the effective interaction between the two electrons. A negative-U trap has $U=-|U|$. The chemical potential of the electrons is $\mu$, the thermal energy is $kT$, and levels are measured from the conduction band edge. Half filling means $\langle n\rangle=1$.

The traps are taken as independent and in thermal equilibrium. "Invisible" means that the number of spins lies below the detection limit of the spectrometer, not that it vanishes.

## Where the attraction comes from

Two electrons on one site repel each other by $U_C>0$. The lattice can overcome this. Let the trap couple linearly to a coordinate $x$ with stiffness $K$:

$$E(n,x)=\varepsilon n+\tfrac12U_Cn(n-1)-Fnx+\tfrac12Kx^2 .$$

Setting $\partial E/\partial x=0$ gives $x_n=nF/K$. At this point the last two terms sum to $-n^2F^2/2K=-n^2E_R$, where $E_R=F^2/2K$ is the relaxation energy for one electron. Because $n^2=n+n(n-1)$,

$$E_{\min}(n)=(\varepsilon-E_R)n+\tfrac12(U_C-2E_R)n(n-1).$$

Hence $e_1=\varepsilon-E_R$ and $U=U_C-2E_R$. The interaction is attractive when $2E_R>U_C$: doubling the charge doubles the distortion and quadruples the energy gained. The oscillator is displaced but keeps its frequency, so its partition function is the same for all three charge states and cancels from the probabilities.

## The half-filling fraction

The grand partition function is

$$Z=1+2e^{-(e_1-\mu)/kT}+e^{-(2e_1+U-2\mu)/kT},$$

and the three terms divided by $Z$ are $p_0$, $p_1$ and $p_2$. The factor 2 counts the spin directions of D$^0$.

Half filling requires $p_1+2p_2=1$. Subtracting $p_0+p_1+p_2=1$ gives $p_2=p_0$. The third term of $Z$ must therefore equal the first, which is 1, so

$$2e_1+U-2\mu=0,\qquad \mu=e_1+\tfrac12U .$$

Then $e_1-\mu=-U/2$, and

$$p_1=\frac{2e^{U/2kT}}{2+2e^{U/2kT}}=\frac{1}{1+e^{-U/2kT}} .$$

The spin factor 2 has cancelled against the two spinless states. For an attractive trap, with $y=|U|/2kT$,

$$p_1=\frac1{1+e^{y}}=\frac{e^{-y}}{1+e^{-y}}\simeq e^{-|U|/2kT}\qquad(|U|\gg2kT).$$

The exponential form is too large by the relative amount $e^{-y}$. For $U=0$, or for $kT\gg|U|$, $p_1=1/2$: two of four equally weighted states carry a spin. For strong repulsion $p_1\to1$.

**Why half of $|U|$.** The reaction $2\mathrm D^0\to\mathrm D^++\mathrm D^-$ changes the energy from $2e_1$ to $2e_1-|U|$. It releases $|U|$ and removes two spins, so each spin costs $|U|/2$. In terms of probabilities,

$$\frac{p_1^2}{p_0p_2}=4\,e^{-2(e_1-\mu)/kT}\,e^{(2e_1+U-2\mu)/kT}=4e^{U/kT}.$$

The chemical potential has dropped out. The square root needed to find $p_1$ halves the exponent.

The law does not depend on an electron reservoir. For $N$ traps with $N$ electrons and $m$ pairs D$^+$/D$^-$, the statistical weight is

$$w_m=\frac{N!}{m!\,m!\,(N-2m)!}\,2^{N-2m}e^{m|U|/kT}.$$

At the largest term $w_{m+1}/w_m=1$. For large $N$ this reads $(N-2m)^2e^{|U|/kT}/4m^2=1$, which is the relation above with $p_0=p_2=m/N$.

## Other fillings

A memory layer is charged and discharged, so half filling is a special case. Let $d=\langle n\rangle-1=p_2-p_0$ and $Q=e^{U/kT}$. Since $p_0+p_2=1-p_1$, one has $4p_0p_2=(1-p_1)^2-d^2$, and therefore

$$p_1^2=Q\left[(1-p_1)^2-d^2\right].$$

The left side rises with $p_1$ and the right side falls, so they cross once. Increasing $|d|$ lowers the right side and moves the crossing to smaller $p_1$. Half filling thus gives the largest spin fraction at given $U$ and $T$. When $p_1\ll1-|d|$, the fraction is $\sqrt{1-d^2}$ times its half-filling value.

For strong repulsion $Q$ is large, the bracket must approach zero, and $p_1\to1-|d|$. A positive-U trap is therefore also spinless when it is completely empty or doubly filled, but it shows spins at intermediate filling. A strongly negative-U trap does not.

## How large: a nitride-like film

The example is a charge-trap film of 7 nm thickness and 1 cm$^2$ area with $10^{19}$ traps/cm$^3$, or $10^{19}\times7\times10^{-7}=7\times10^{12}$ traps. With $U_C=0.60$ eV and $E_R=0.55$ eV,

$$U=0.60-2(0.55)=-0.50\ \text{eV}.$$

The bare level at $-0.65$ eV relaxes to $e_1=-1.20$ eV, so $\mu=-1.20-0.25=-1.45$ eV at half filling. At 300 K, $kT=0.02585$ eV and $y=0.25/0.02585=9.67$. Then

$$p_1=6.3\times10^{-5},\qquad 7\times10^{12}\,p_1=4.4\times10^{8}\ \text{spins}.$$

This is over 200 times below an assumed detection limit of $10^{11}$ spins. With $U=+0.50$ eV and the same density, the fraction is 0.99994 and the film would be easily seen. At $\langle n\rangle=1.5$ the negative-U fraction falls to $5.5\times10^{-5}$, the expected factor $\sqrt{0.75}$.

Two independent calculations give the same half-filling fraction to the five printed digits. One diagonalizes the electron-vibration Hamiltonian with a 0.050 eV phonon and finds $\mu$ numerically; the other sums $w_m$ for two million traps.

The smallest attraction that hides the traps follows from $N_t/(1+e^{y})=N_{\min}$, where $N_t$ is the number of traps and $N_{\min}$ the detection limit:

$$|U|=2kT\ln\left(\frac{N_t}{N_{\min}}-1\right)=2(0.02585)\ln69=0.219\ \text{eV}.$$

## Temperature and electrical response

From $\ln p_1=-\ln(1+e^{|U|/2kT})$,

$$-\frac{d\ln p_1}{d(1/kT)}=\frac{|U|}2\,\frac{e^{y}}{1+e^{y}}=\frac{|U|}{2}(1-p_1).$$

An Arrhenius plot of the equilibrium spin number has a slope of 0.25 eV here, half the attraction. The equilibrium number is $2.1\times10^9$ at 358 K and $2.7\times10^{10}$ at 523 K.

The unsaturated resonance signal also contains the spin polarization, which is proportional to $1/T$ when the Zeeman energy is small. The signal then varies as $p_1/T\propto y/(1+e^{y})$. Its maximum satisfies $1+e^y-ye^y=0$, or $(y-1)e^{y-1}=e^{-1}$. Thus $y=1+W(1/e)\simeq1.28$, with $W$ the Lambert function. The corresponding 2269 K lies far above any temperature of use. Throughout the device range the model's equilibrium signal rises on heating, whereas a fixed number of spins gives a signal that falls as $1/T$.

Charge behaves differently. Each weight in $Z$ depends on $\mu$ through $e^{n\mu/kT}$, so differentiating $\langle n\rangle$ gives

$$\frac{d\langle n\rangle}{d\mu}=\frac{\langle n^2\rangle-\langle n\rangle^2}{kT}=\frac{p_0+p_2}{kT}=\frac{1-p_1}{kT}.$$

The second equality holds at half filling, where D$^+$ and D$^-$ each deviate from the mean by one electron. The result is 38.7 electrons/eV per trap for $U=-0.50$ eV and 0.0024 for $U=+0.50$ eV, each at its own half-filling $\mu$. At half filling the charge response is thus carried by the spinless states. Away from half filling a positive-U trap also responds: for $U=+0.50$ eV the response reaches about $1/4kT=9.7$ electrons/eV near $\langle n\rangle=1.5$, where half of the traps carry a spin. This is the equilibrium response at fixed electrostatic potential. Observing it requires electrons to be exchanged within the measuring time. In a film with this trap density, the potential of the stored charge also makes the response to a gate voltage much smaller.

## When equilibrium is not reached

Let D$^0$ and D$^-$ emit electrons into the conduction band at rates $r_1$ and $r_2$. Let D$^+$ and D$^0$ capture with equal coefficient $c$, and let $f$ be the small number of free electrons per trap. Then

$$\dot p_1=-r_1p_1+r_2p_2+cf(p_0-p_1).$$

Because $f$ adjusts quickly, $cf(p_0+p_1)=r_1p_1+r_2p_2$. Substitution gives

$$\dot p_1=\frac{2\left(r_2p_0p_2-r_1p_1^2\right)}{p_0+p_1}.$$

At equilibrium the bracket vanishes. At half filling $p_0=p_2=(1-p_1)/2$, so a small change of $p_1$ changes $p_0$ by minus half as much. The linear relaxation rate is therefore

$$\lambda=\frac{4r_1p_1+2r_2p_0}{p_0+p_1}
=\frac{2r_1p_1(2p_0+p_1)}{p_0(p_0+p_1)}
=\frac{2r_1p_1}{p_0(p_0+p_1)}\simeq8r_1p_1 .$$

The second step uses $r_2p_0=r_1p_1^2/p_0$, the third $2p_0+p_1=1$, and the last $p_0\simeq1/2$. The factor $p_1$ appears because most emitted electrons are recaptured by D$^+$, which recreates a D$^0$.

With $r_1=\nu e^{-|e_1|/kT}$ the barrier is $|e_1|+|U|/2=1.45$ eV. For $\nu=10^{13}$ s$^{-1}$ the relaxation time is $2.9\times10^{10}$ s at 300 K, about 900 years. It reaches one hour at 419 K. In this model, a film equilibrated at 419 K and then cooled quickly keeps the spin fraction of that temperature, $9.8\times10^{-4}$, or $6.8\times10^9$ spins. This is 15 times the 300 K equilibrium value but still below the limit. Steady cooling from 523 K to 300 K over one hour freezes the spins earlier, near 445 K, and leaves about 1.5 times as many.

These times assume that capture has no barrier and is equally fast for D$^+$ and D$^0$. The lattice coupling that makes $U$ negative can itself slow capture, especially by D$^0$. Freeze-in then moves to a higher temperature and more spins remain. The times are zero-field values. In a charged film the stored charge lowers the D$^0$ emission barrier (Poole-Frenkel effect): at $|d|=0.5$ its field is about 0.5 to 0.9 MV/cm, the lowering is 0.2 to 0.3 eV for relative permittivity 7, and $r_1$ at 300 K rises by three to four orders of magnitude. The times also neglect tunnelling directly between traps. At the trap density used here, tunnelling can shorten the relaxation at 300 K by orders of magnitude, and frozen-in spins then decay further.

## Comparison with real films

Amorphous silicon nitride is used as a charge-trap layer. Thicknesses of several nanometres, trap densities near $10^{19}$ cm$^{-3}$ and depths of one to two electronvolts are rough typical values. The value $|U|=0.50$ eV is a choice, and the example does not establish that nitride traps have negative U. In this example the largest estimated increase of the spin number comes from freeze-in, treated above; a spread of $U$ enters only as an upper bound. The estimates beyond freeze-in are:

- **Spread of U.** For a Gaussian spread $\sigma$, averaging $e^{U/2kT}$ multiplies the fraction by $e^{\sigma^2/8(kT)^2}$ while $p_1$ stays small for the traps that dominate the average. For $\sigma=0.10$ eV the full average at 300 K gives a factor 6.4. Each trap is taken at its own half filling, where its spin fraction is largest, so this factor is an upper bound. With a common $\mu$ it is reached only if $e_1$ shifts by $-\delta U/2$ from trap to trap. If the spread comes from $U_C$ alone, $e_1$ is fixed and the factor is 1.0; if it comes from $E_R$ alone, the factor is about 0.4, a decrease.
- **Softer D$^0$ vibration.** The D$^0$ weight gains the ratio of vibrational partition functions, $\sinh(\hbar\omega/2kT)/\sinh(\hbar\omega_0/2kT)$, where $\omega_0$ is the D$^0$ frequency. For $\omega_0=0.8\,\omega$ this is 1.32 at 300 K.
- **Potential shifts.** At the mean trap spacing of 4.6 nm and relative permittivity 7, one charge shifts a neighbour by 0.044 eV. At fixed $\mu$ this lowers that trap's spin fraction to 0.35 of its half-filling value. In a film many charged neighbours act at once, so this single-charge figure shows only the direction and rough size of the effect.
- **Small terms.** A field of 0.34 T changes the D$^0$ weight by a relative $3\times10^{-7}$. The tunnel coupling between neighbours, estimated as $|e_1|e^{-\kappa R}$ with $\kappa=\sqrt{2m|e_1|}/\hbar$, spacing $R=4.6$ nm and $m$ half the electron mass, is about $10^{-8}$ eV, far below $kT$. If the traps are placed at random, a few percent of them have a neighbour within 1 nm, where the same estimate approaches $kT$ at 300 K. The model of independent traps does not cover such close pairs.

Freeze-in at 419 K, the upper bound for the spread and the softening together give an estimated fraction of $3.2\times10^{-3}$, or about $2\times10^{10}$ spins. This is about 50 times the ideal 300 K value and a factor of 4 below the assumed limit. Faster cooling narrows the margin: steady cooling from 800 K to 300 K in one minute freezes the spins near 507 K, and the same estimate then gives about $5\times10^{10}$ spins. On these assumptions the traps stay hidden. Slow capture could bring the spin number close to the limit, and a better spectrometer could also reveal the traps. A larger spread would do so only if $e_1$ and $U$ vary together as the upper bound requires.

The singlet assumption also has a limit. A triplet of D$^-$ at energy $\Delta$ above the singlet has population near $\tfrac32e^{-\Delta/kT}$. It equals $p_1$ when $\Delta=|U|/2+kT\ln1.5=0.26$ eV, so the triplet must lie well above this energy.

## What to do in practice

1. **Do not read a missing signal as a missing trap.** The absence of $10^{11}$ spins bounds the trap number by $10^{11}/p_1$. With the ideal half-filling $p_1$ at 300 K this is $1.6\times10^{15}$, over 200 times the number actually present in the example. Away from half filling $p_1$ is smaller and the bound is weaker.
2. **Vary the filling.** Inject charge, let the film equilibrate, and compare the spin number with the charge that remains stored. In the rate model above, equilibration within an hour after a large injection needs heating to about 440 K, or higher if capture has a barrier; at 300 K, injected charge could leave long-lived D$^0$ spins even in a negative-U film. Strongly positive-U traps should follow $1-|d|$; strongly negative-U traps should stay nearly spinless.
3. **Measure hot, above freeze-in.** If equilibrium is reached at 523 K, the example has $2.7\times10^{10}$ spins there, with polarization reduced by $300/523$. Reaching the signal of $10^{11}$ spins at 300 K needs about 6.4 cm$^2$ of film, if the spectrometer is otherwise unchanged.
4. **Leave equilibrium on purpose.** Light or carrier injection can turn D$^+$ or D$^-$ into D$^0$. In this rate model a large excess of D$^0$ decays at first at a rate of order $r_1$ and later more slowly, and $1/r_1=10^{-13}e^{1.20/0.02585}\simeq1.4\times10^7$ s at 300 K. Other decay channels, such as tunnelling between neighbouring traps, can be faster by orders of magnitude. A signal that appears under light and anneals away points to spinless precursors, provided that the light creates no new defects. By itself it does not fix the sign of $U$, because empty or doubly filled positive-U traps can respond in the same way.

The numerical output below lists the values used here.

## Numbers as computed

```
Coulomb repulsion: 0.60 eV
Relaxation energy, one electron: 0.55 eV
Effective interaction U: -0.50 eV
Bare level from band edge: -0.65 eV
Relaxed D0 level from band edge: -1.20 eV
Phonon energy: 0.050 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Exponent |U|/2kT: 9.670
mu at half filling, formula: -1.4500 eV
mu at half filling, diagonalization: -1.4500 eV
Spin fraction, formula: 6.3119e-05
Spin fraction, diagonalization: 6.3119e-05
Spin fraction, canonical sum: 6.3119e-05
Spin fraction, exponential limit: 6.3123e-05
Trap density: 1.0e+19 cm^-3
Film thickness: 7.0 nm
Film area: 1.0 cm^2
Number of traps: 7.00e+12
Assumed detection limit: 1.0e+11 spins
Equilibrium spins, negative U: 4.42e+08
Spin fraction for U of opposite sign: 0.99994
Smallest |U| that hides the traps: 0.219 eV
At 358 K: fraction 3.02e-04, spins 2.12e+09
At 523 K: fraction 3.88e-03, spins 2.72e+10
Spin fraction at 1.5 electrons per trap: 5.466e-05
Activation energy of spin fraction: 0.2500 eV
Temperature of largest signal: 2269 K
Charge response, negative U: 38.68 electrons/eV
Charge response, positive U: 2.44e-03 electrons/eV
Standard deviation of U: 0.10 eV
Spin fraction with spread of U: 4.04e-04
Gain from spread of U: 6.40
D0 frequency ratio: 0.80
Gain from softening at 300 K: 1.319
Attempt rate: 1.0e+13 1/s
Relaxation time at 300 K: 2.9e+10 s
Relaxation time that defines freeze-in: 3600 s
Freeze-in temperature: 419 K
Frozen spin fraction: 9.76e-04
Frozen spins: 6.83e+09
Combined fraction (freeze, spread, soft): 3.22e-03
Combined spins: 2.25e+10
Relative permittivity: 7.0
Mean trap spacing: 4.64 nm
Coulomb shift at that spacing: 0.0443 eV
Spin fraction ratio after that shift: 0.349
Tunnelling mass: 0.50 electron masses
Tunnel coupling estimate: 1.2e-08 eV
Magnetic field: 0.34 T
Spin polarization: 7.62e-04
Relative Zeeman change of D0 weight: 2.9e-07
Triplet energy giving equal spin-state number: 0.260 eV
```
